# Particle-like and coherent heat conduction in the Wigner phonon equation

For phonons with well-defined frequencies in a weak, slowly varying temperature gradient, the Wigner transport equation with relaxation-time damping gives the thermal conductivity along $x$

$$
\kappa=\frac{1}{\mathcal V N_q}\sum_{q}\sum_{s,s'}\frac{\omega_s+\omega_{s'}}{4}\left(\frac{C_s}{\omega_s}+\frac{C_{s'}}{\omega_{s'}}\right)|v_{ss'}|^2\,\frac{\gamma_{ss'}}{(\omega_s-\omega_{s'})^2+\gamma_{ss'}^2}. \tag{1}
$$

Here $\mathcal V$ is the cell volume, $N_q$ the number of wavevectors, $C_s$ the heat capacity of mode $s$, and $\gamma_{ss'}=(\Gamma_s+\Gamma_{s'})/2$, with $\Gamma_s$ the decay rate of the population. The matrix $v$ is the $q_x$-derivative of the square root of the dynamical matrix, in the mode basis. The terms $s=s'$ describe particle-like propagation and the terms $s\neq s'$ tunnelling between modes through their coherence. When every $\Gamma$ is far below the gaps between bands, (1) becomes the relaxation-time Boltzmann conductivity. In a disordered cell that is made large first and weakly damped afterwards, it becomes the Allen-Feldman conductivity. Units with $\hbar=k_B=1$ are used, so that frequencies, linewidths and temperature are energies.

Let $u_i$ be mass-scaled displacements and $p_i$ their momenta, so that $\dot u=p$ and $\dot p=-Du$. All eigenvalues of $D$ are taken positive. Put $\Omega=\sqrt D$ and

$$
a=\tfrac{1}{\sqrt2}\left(D^{1/4}u+iD^{-1/4}p\right).
$$

Differentiation gives

$$
\dot a=\tfrac{1}{\sqrt2}\left(D^{1/4}p-iD^{3/4}u\right)=-i\,\Omega\,\tfrac{1}{\sqrt2}\left(D^{1/4}u+iD^{-1/4}p\right)=-i\Omega a ,
$$

with no term in $a^\dagger$ and no approximation beyond the harmonic one. The energy is $\sum_{ij}a_i^\dagger\Omega_{ij}a_j$ plus the zero-point energy. The one-body matrix $\rho_{ij}=\langle a_j^\dagger a_i\rangle$ therefore obeys

$$
\dot\rho=-i(\Omega\rho-\rho\,\Omega)=-i[\Omega,\rho].
$$

To bring in position, write $\rho_{ij}$ in terms of a matrix $N(R,q)$ that acts on the sites of one cell and is evaluated at the midpoint of the two atoms:

$$
\rho_{ij}=\frac1{N_q}\sum_q N_{bb'}(R_{ij},q)\,e^{iq(x_i-x_j)},\qquad R_{ij}=\tfrac12(x_i+x_j),
$$

where $b,b'$ are the cell sites of atoms $i,j$. The lattice is uniform, so $\Omega$ has the transform $\Omega(q)_{bb'}=\sum\Omega_{ij}e^{-iq(x_i-x_j)}$, summed over the cells of $j$. Differentiation shows that $V=\partial\Omega/\partial q$ corresponds to $-i(x_i-x_j)\Omega_{ij}$, or equivalently that $(x_i-x_j)\Omega_{ij}$ corresponds to $iV$.

In the product $\sum_l\Omega_{il}\rho_{lj}$ the midpoint of $l$ and $j$ is $R_{ij}-\tfrac12(x_i-x_l)$. In $\sum_l\rho_{il}\Omega_{lj}$ the midpoint of $i$ and $l$ is $R_{ij}+\tfrac12(x_l-x_j)$. Expanding $N$ to first order about $R_{ij}$ gives

$$
\Omega\rho\to\Omega N-\tfrac i2V\partial_RN,\qquad
\rho\,\Omega\to N\Omega+\tfrac i2(\partial_RN)V .
$$

Subtracting and multiplying by $-i$,

$$
\partial_tN=-i[\Omega,N]-\tfrac12\{V,\partial_RN\}+O(\partial_R^2), \tag{2}
$$

where braces denote the anticommutator. On a 96-site ring the difference between (2) and the full commutator grows by a factor 4.00 when the wavevector of the modulation is doubled, as a second-order remainder should. The expansion requires $N$ to vary little over the range of $\Omega_{ij}$. For acoustic modes $\Omega(q)$ is not smooth at $q=0$, and (2) then holds only for wavelengths short compared with the length over which temperature varies.

Damping has to be added. Let each mode amplitude be coupled linearly to its own thermal bath, so that in addition to its rotation it obeys $\dot a_s=-\tfrac12\Gamma_sa_s+\xi_s$, with noise $\langle\xi_{s'}^\dagger(t)\xi_s(t')\rangle=\delta_{ss'}\Gamma_sn_s\delta(t-t')$ and $n_s$ the Bose occupation. The product $a_{s'}^\dagger a_s$ loses $\tfrac12\Gamma_s$ from one factor and $\tfrac12\Gamma_{s'}$ from the other, while the noise feeds populations at the rate $\Gamma_sn_s$:

$$
\partial_tN_{ss'}\big|_{\rm damp}=-\gamma_{ss'}\left(N_{ss'}-\delta_{ss'}n_s\right). \tag{3}
$$

A population relaxes at $\Gamma_s$ and a coherence at the mean of two rates. For scattering by anharmonicity or impurities, (3) is an assumption: it neglects scattering from one population or coherence into another. It also presupposes $\Gamma_s<\omega_s$, since otherwise a mode decays before it has a frequency.

The heat current follows from energy conservation once the energy has been assigned to positions. The assignment is a choice: here each term $a_i^\dagger\Omega_{ij}a_j$ is placed at the midpoint of its two atoms. The ordinary atomic partition $\tfrac12p_i^2+\tfrac12u_i(Du)_i$ gives a slightly different current under the same damping; for a chain of the layered model below, in the classical limit, it changes the conductivity by about 1% at $\Gamma=0.004$ eV and by less at smaller $\Gamma$. The energy density is $(\mathcal VN_q)^{-1}\sum_q{\rm Tr}(\Omega N)$. In its time derivative the first term of (2) drops out, because ${\rm Tr}(\Omega[\Omega,N])=0$ by cyclic permutation. The second gives

$$
-\tfrac12{\rm Tr}\left(\Omega V\partial_RN+\Omega(\partial_RN)V\right)=-\partial_R\,\tfrac12{\rm Tr}\left(\{\Omega,V\}N\right),
$$

so the current density is

$$
J=\frac1{\mathcal VN_q}\sum_q\tfrac12{\rm Tr}(\{\Omega,V\}N)=\frac1{\mathcal VN_q}\sum_q\sum_{ss'}\tfrac12(\omega_s+\omega_{s'})\,v_{s's}N_{ss'} . \tag{4}
$$

The damping removes energy at the rate $\sum\omega_s\Gamma_s\delta N_{ss}$, where $\delta N$ is the departure from local equilibrium. This sum vanishes at first order in the gradient: with time-reversal symmetry $\omega_s$ and $\Gamma_s$ are even in $q$, while $\delta N_{ss}$, found below to be proportional to $v_{ss}$, is odd.

The velocity matrix needs no square root in practice. Differentiating $D=\Omega^2$ gives $\partial_qD=\Omega V+V\Omega$, and between modes $s$ and $s'$

$$
v_{ss'}=\frac{(\partial_qD)_{ss'}}{\omega_s+\omega_{s'}} . \tag{5}
$$

Now set $N=n(\Omega,T(R))+\delta N$. The equilibrium part is diagonal in the modes and has gradient $n'\,\partial_RT$, with $n'_s=\partial n_s/\partial T$. The gradient of $\delta N$ is of second order and is dropped. In the steady state, (2) and (3) give

$$
0=-i(\omega_s-\omega_{s'})\delta N_{ss'}-\tfrac12v_{ss'}(n'_s+n'_{s'})\partial_RT-\gamma_{ss'}\delta N_{ss'},
$$

$$
\delta N_{ss'}=-\frac{\tfrac12v_{ss'}(n'_s+n'_{s'})}{\gamma_{ss'}+i(\omega_s-\omega_{s'})}\,\partial_RT .
$$

Insert this in (4) and use $v_{s's}=v_{ss'}^*$. The conductivity $\kappa=-J/\partial_RT$ is a sum of $\tfrac14(\omega_s+\omega_{s'})(n'_s+n'_{s'})|v_{ss'}|^2/[\gamma_{ss'}+i(\omega_s-\omega_{s'})]$. The imaginary part changes sign when $s$ and $s'$ are exchanged and cancels in the sum; the real part of the last factor is the Lorentzian in (1). Finally $C_s=\omega_sn'_s$, so $n'_s=C_s/\omega_s$, and (1) follows. A direct solution of the steady-state matrix equation in the site basis, with four unequal linewidths, agrees with (1) within a relative tolerance of $10^{-5}$.

The midpoints in (2) are midpoints of true atomic positions, and this matters. If phases followed only the cell to which an atom belongs, $\Omega$ would become $\mathcal T\Omega\mathcal T^\dagger$, with $\mathcal T={\rm diag}(e^{iq\tau_b})$ and $\tau_b$ the position within the cell. Its derivative is $\mathcal T(V+i[\tau,\Omega])\mathcal T^\dagger$, which changes $v_{ss'}$ by $i\tau_{ss'}(\omega_{s'}-\omega_s)$. Particle terms are untouched, but coherence terms then depend on the choice of cell. For the layered crystal described below, at $\Gamma=0.004$ eV and on a mesh of wavevectors coarser than that of the table below, describing the same crystal by 2-site and 4-site cells gives $1.28\times10^{-4}$ eV/Å both times with position phases, but $1.94\times10^{-4}$ and $3.78\times10^{-4}$ eV/Å with cell phases.

**The Boltzmann limit.** For $s=s'$ the prefactor in (1) is $(2\omega_s/4)(2C_s/\omega_s)=C_s$ and the Lorentzian is $1/\Gamma_s$. For a nondegenerate band, first-order perturbation theory gives $v_{ss}=\partial\omega_s/\partial q$. Hence

$$
\kappa_P=\frac1{\mathcal VN_q}\sum_{qs}C_s\,\frac{v_{ss}^2}{\Gamma_s}, \tag{6}
$$

the Boltzmann result with lifetime $1/\Gamma_s$. To recover the full Boltzmann equation, the rates $\Gamma_s$ for populations would have to be replaced by the complete collision matrix. For $s\neq s'$ the last factor in (1) is at most $\gamma/\Delta_{\min}^2$ if no gap is smaller than $\Delta_{\min}$. Multiplying all linewidths by a small number $\lambda$ therefore makes $\kappa_P$ grow as $1/\lambda$ while the coherence part $\kappa_C$ falls as $\lambda$. If two bands cross on a surface in $q$-space with a gap linear in the distance from it, the bound fails there, but $\int\gamma\,d\Delta/(\Delta^2+\gamma^2)\le\pi$ keeps that contribution finite, and $\kappa_P$ still dominates.

For a single pair with gap $\Delta$, the factor $\gamma/(\Delta^2+\gamma^2)$ rises with $\gamma$, reaches $1/(2\Delta)$ at $\gamma=\Delta$, and then falls. Damping thus helps tunnelling until the linewidth bridges the gap, whereas it always reduces (6).

The division into two parts has a limit of meaning. Within a degenerate set of modes with equal linewidths, all pairs carry the same weight, and $\sum|v_{ss'}|^2$ is the trace of a squared matrix, independent of the basis; its diagonal share is not. Consider a uniform crystal described by a large cell at $q=0$. There $D$ is real, its eigenvectors can be chosen real, and $\partial_qD$ is imaginary and antisymmetric, so every $v_{ss}$ vanishes. Two travelling waves with velocities $\pm v$ have become a cosine and a sine, between which the matrix element has modulus $v$. The two off-diagonal terms contribute $2Cv^2/\Gamma$, the same as the two travelling waves did. A numerical test on a 12-site uniform chain confirms that the total survives this folding while the diagonal part is zero. The same holds when the degeneracy is lifted by much less than the linewidth, since the Lorentzian then hardly changes. Off-diagonal terms between modes this close in frequency can therefore still describe ordinary propagation.

**The Allen-Feldman limit.** Take a disordered cell of volume $\mathcal V$ with many sites, at $q=0$, where the diagonal velocities vanish as just shown. Let the level spacing be much smaller than $\gamma$, and $\gamma$ much smaller than the frequency scale on which the smoothed $|v_{ss'}|^2$ and the density of modes vary. The sum over $s'$ then acts as an integral, in which

$$
\frac{\gamma}{(\omega_s-\omega_{s'})^2+\gamma^2}\to\pi\,\delta(\omega_s-\omega_{s'}) .
$$

At equal frequencies the prefactor is $C_s$, and so

$$
\kappa=\frac1{\mathcal V}\sum_sC_sD_s,\qquad D_s=\pi\sum_{s'\neq s}|v_{ss'}|^2\,\delta(\omega_s-\omega_{s'}). \tag{7}
$$

With the heat-current elements $S_{ss'}=\tfrac12(\omega_s+\omega_{s'})v_{ss'}$ from (4), this reads $D_s=(\pi/\omega_s^2)\sum|S_{ss'}|^2\delta(\omega_s-\omega_{s'})$, the Allen-Feldman diffusivity along $x$. The linewidth has dropped out: disorder alone limits the transport. The order of limits is essential, because in a finite cell without degeneracies $\gamma\to0$ sends every term with $s\neq s'$ to zero. The limit also needs finite diffusivities. Long acoustic waves that disorder scatters too weakly must keep a finite $\Gamma$.

That $D_s$ is a diffusivity can be seen in real space. Let $U=e^{-i\Omega t}$ and $x(t)=U^\dagger xU$. Then $\dot x(t)=U^\dagger\,i[\Omega,x]\,U$, and $i[\Omega,x]_{ij}=-i(x_i-x_j)\Omega_{ij}$ is the velocity matrix. Writing $\Delta=\omega_s-\omega_{s'}$ and integrating over time, $[x(t)-x]_{ss'}=v_{ss'}(e^{i\Delta t}-1)/(i\Delta)$. The mean squared spread from a site, averaged over the $N_s$ starting sites, is

$$
M(t)=\frac1{N_s}\sum_{ij}(x_i-x_j)^2|U_{ij}|^2=\frac1{N_s}\sum_{ss'}|v_{ss'}|^2\,\frac{2(1-\cos\Delta t)}{\Delta^2}.
$$

Since $\int_0^\infty e^{-\Gamma t}(1-\cos\Delta t)\,dt=1/\Gamma-\Gamma/(\Gamma^2+\Delta^2)=\Delta^2/[\Gamma(\Gamma^2+\Delta^2)]$,

$$
\frac{\Gamma^2}2\int_0^\infty e^{-\Gamma t}M(t)\,dt=\frac1{N_s}\sum_{ss'}|v_{ss'}|^2\,\frac{\Gamma}{\Delta^2+\Gamma^2}. \tag{8}
$$

For diffusive spreading, $M=2\bar Dt$, the left side is $\bar D$. The Lorentzian sum over coherences therefore measures how vibrational amplitude spreads through the solid during a lifetime. In a random alloy with $\Gamma=0.004$ eV, the two sides, computed separately, are $4.668\times10^{-3}$ and $4.670\times10^{-3}$ eV Å$^2$.

The numerical example is a model with round parameters: a simple cubic lattice of spacing 2.5 Å with equal masses, one displacement per site, and neighbour springs $k=10^{-4}$ eV$^2$ (divided by the mass). Each site is also held by a local spring, $g_A=2\times10^{-4}$ or $g_B=7\times10^{-4}$ eV$^2$. These local springs remove acoustic modes, so the model leaves out the long waves of a real solid. The temperature is 0.025 eV. The same half-and-half composition is arranged either in alternating layers, with heat flowing across them, or at random.

For the layers, take $q$ times the spacing equal to $(\pi/4,\pi/2,\pi/2)$. The $y$ and $z$ springs then add no cosine terms, and

$$
D=\begin{pmatrix}g_A+6k&-2k\cos\frac\pi4\\-2k\cos\frac\pi4&g_B+6k\end{pmatrix}
=\begin{pmatrix}8&-1.414\\-1.414&13\end{pmatrix}\times10^{-4}\ {\rm eV}^2 .
$$

Its eigenvalues, $(10.5\mp\sqrt{2.5^2+1.414^2})\times10^{-4}$ eV$^2$, give frequencies 0.02762 and 0.03657 eV. The heat capacities are 0.904 and 0.839, and (5) gives $|v_{11}|=0.00315$, $|v_{22}|=0.00238$ and $|v_{12}|=0.00479$ eV Å. With $\Gamma=0.004$ eV and a two-site volume of 31.25 Å$^3$, the first particle term is

$$
\frac{0.904\times0.00315^2}{0.004\times31.25}\approx7.2\times10^{-5}\ {\rm eV/Å},
$$

and the second, in the same way, is $3.8\times10^{-5}$ eV/Å. For the coherence, the prefactor in (1) is $\tfrac14(0.0642)(32.7+23.0)=0.894$ and the Lorentzian is $0.004/(0.00895^2+0.004^2)=41.6$ eV$^{-1}$. The two terms 12 and 21 together give

$$
\frac{2\times0.894\times0.00479^2\times41.6}{31.25}\approx5.5\times10^{-5}\ {\rm eV/Å}.
$$

Half of the particle contribution at this wavevector is thus matched by tunnelling, although the linewidth is less than half the gap.

The conductivities in $10^{-4}$ eV/Å, summed over wavevectors for the layers and averaged over three random cells of 1000 sites at $q=0$ for the alloy, are:

| $\Gamma$ (eV) | layers, $\kappa_P$ | layers, $\kappa_C$ | alloy |
|---|---|---|---|
| 0.00025 | 9.52 | 0.056 | 5.19 |
| 0.0005 | 4.76 | 0.111 | 4.97 |
| 0.001 | 2.38 | 0.220 | 4.45 |
| 0.004 | 0.595 | 0.723 | 2.69 |

The gap of the layered crystal never closes, because the two eigenvalues of $D$ differ by at least $g_B-g_A$. Accordingly $\kappa_C$ doubles with $\Gamma$ in the upper rows, and at 0.004 eV it exceeds $\kappa_P$. At the other end, with $\Gamma=10^{-5}$ eV, the ratio $\kappa_C/\kappa_P$ is $9\times10^{-6}$, and the total agrees with (6), evaluated from numerical slopes of the bands, to about one part in $10^5$.

The alloy behaves differently. Between the first and last rows $\kappa_P$ of the layers falls by a factor of 16, the alloy conductivity by 1.9. Equation (7), with a Gaussian of width $2.5\times10^{-4}$ eV for the delta function, gives $5.47\times10^{-4}$ eV/Å for the same three samples of 1000 sites, whose standard deviation is $0.15\times10^{-4}$. The Wigner value at $\Gamma=0.00025$ eV lies 5% below this. The tails of a Lorentzian produce a correction of first order in $\Gamma$, and the shortfalls in the first three rows, 0.29, 0.50 and 1.02 in the units of the table, are roughly proportional to $\Gamma$. Linear extrapolation from the first two rows gives $2\times5.19-4.97=5.41$, about 1% below the Allen-Feldman value. Agreement this close is partly fortuitous, because in cells of this size the Allen-Feldman value itself shifts by a few percent when the Gaussian width is halved. With cells of 512 sites (7) gives 5.45, so no size effect is visible beyond the sample scatter, which could still hide one of a few percent. The reverse order of limits also shows: at $\Gamma=10^{-8}$ eV, far below the mean level spacing of $2.4\times10^{-5}$ eV, the sum at $q=0$ for the 1000-site cells is $0.0125\times10^{-4}$ eV/Å, 0.2% of the Allen-Feldman value. So small a value is particular to $q=0$, where the diagonal velocities vanish. Repeated periodically, such a cell is a crystal with many narrow bands, and at general $q$ its particle terms (6) grow as $1/\Gamma$. Either way, the Allen-Feldman value is lost when $\Gamma\to0$ is taken in a finite cell.

At $\Gamma=0.0005$ eV the random alloy conducts about as well as the ordered crystal does across its layers, to within some 10%, and at the two larger linewidths the alloy conducts better. This comparison is particular to that direction. For flow along the layers $\partial_qD$ is a multiple of the unit matrix, so there is no coherence part, but $\kappa_P$ is about eight times as large as across them, and the ordered crystal conducts better than the alloy at all four linewidths. Across the layers it clearly does so only at the smallest, $\Gamma=0.00025$ eV, where the layers conduct 0.20 W/(m K) and the alloy 0.109 W/(m K), against an Allen-Feldman value of 0.115 W/(m K). The remaining values are in the numerical output.

## Values computed for the example and the checks

```
site spacing = 2.50 angstrom
neighbour spring / mass = 1.00e-04 eV^2
on-site stiffness / mass: A = 2.00e-04, B = 7.00e-04 eV^2
temperature k_B T = 0.0250 eV
gradient-expansion error ratio on doubling Q = 3.9997
One q point, layered crystal, q*spacing = (pi/4, pi/2, pi/2):
  frequencies = 0.027618, 0.036568 eV
  heat capacities = 0.90421, 0.83927 k_B
  |v11|, |v22| = 0.003151, 0.002380 eV angstrom
  |v12| = 0.004794 eV angstrom
  linewidth = 0.0040 eV
  particle terms 11, 22 = 7.1844e-05, 3.8038e-05 eV/angstrom
  coherence terms 12+21 = 5.4719e-05 eV/angstrom
Layered crystal, smallest gap on q mesh = 0.00666 eV
  q mesh = 16 x 10 x 10
kappa in eV/angstrom: linewidth (eV), particle, coherence, random alloy
  0.00025  9.5244e-04  5.5736e-06  5.1857e-04
  0.00050  4.7622e-04  1.1116e-05  4.9703e-04
  0.00100  2.3811e-04  2.1990e-05  4.4528e-04
  0.00400  5.9528e-05  7.2308e-05  2.6923e-04
Layered crystal, linewidth 1.0e-05 eV:
  Wigner total = 2.381125e-02 eV/angstrom
  Boltzmann from band slopes = 2.381103e-02 eV/angstrom
  coherence / particle = 9.372e-06
Cell test, kappa for 2-site and 4-site cells (eV/angstrom):
  position phases: 1.27564e-04, 1.27564e-04
  cell-only phases: 1.94001e-04, 3.77757e-04
Alloy spreading test, linewidth = 0.0040 eV:
  diffusivity from pair sum = 4.67006e-03 eV angstrom^2
  diffusivity from spreading = 4.66837e-03 eV angstrom^2
Random alloy, 1000 sites, 3 samples:
  mean level spacing = 2.375e-05 eV
  Gaussian delta width = 2.50e-04 eV
  mean Allen-Feldman diffusivity = 9.7028e-03 eV angstrom^2
  Allen-Feldman kappa = 5.4737e-04 eV/angstrom
  sample standard deviation = 1.5e-05 eV/angstrom
  Wigner / Allen-Feldman at 2.50e-04 eV = 0.9474
  kappa at linewidth 1e-8 eV = 1.253e-06 eV/angstrom
  Allen-Feldman kappa, 512 sites = 5.4455e-04 eV/angstrom
Conversion: 1 eV/angstrom = 209.758 W/(m K)
  alloy, Allen-Feldman = 0.1148 W/(m K)
  alloy, Wigner at 2.50e-04 eV = 0.1088 W/(m K)
  layered crystal at 2.50e-04 eV = 0.2010 W/(m K)
```
